Basis Convergence for the Linear E × e Jahn–Teller Problem

**Where to cut the basis**

A calculation of vibronic levels in an oscillator basis needs a decision before any matrix is built: how many quanta must be kept for a given accuracy? For the linear E × e problem, a doubly degenerate electronic state coupled to a doubly degenerate vibration, the answer depends on the Jahn–Teller energy. If that energy is D vibrational quanta and D is large, a basis for the lowest level at a tight tolerance must reach past D by several times √D; at weak coupling this scaling does not apply. The following sections derive this size and an error estimate for a matrix already diagonalized.

**Hamiltonian and conserved angular momentum**

Take one harmonic mode pair and linear coupling, without spin–orbit coupling. Energies are in units of the vibrational quantum ħω, and the coordinates x, y are dimensionless, with ρ and φ their polar form. In the electronic basis |+⟩, |−⟩,

H = ½(p² + ρ²) + k(ρe^(−iφ)|+⟩⟨−| + ρe^(iφ)|−⟩⟨+|).

The electronic matrix has eigenvalues ±kρ, so the lower potential sheet is

½ρ² − kρ = ½(ρ − k)² − ½k².

Its minimum is a circular trough at ρ = k, with depth D = k²/2.

Let L = −i∂/∂φ and J = L + σ_z/2, where σ_z|±⟩ = ±|±⟩. The factor e^(−iφ) lowers L by one, while |+⟩⟨−| raises σ_z/2 by one. The Hermitian conjugate term reverses both changes. Hence J commutes with H, and its eigenvalue j is a half-integer. Complex conjugation combined with exchange of |+⟩ and |−⟩ leaves H unchanged and reverses j, so j and −j have the same spectrum. It suffices to take j = m + ½ with m = 0, 1, 2, ....

This block structure depends on the linear model. A quadratic term containing e^(2iφ)|+⟩⟨−| would change J by 2 + 1 = 3 and mix the blocks.

**The tridiagonal matrix**

Define circular lowering operators a₊ = (a_x − i a_y)/√2 and a₋ = (a_x + i a_y)/√2. Since x = (a_x + a_x†)/√2, and likewise for y,

ρe^(iφ) = x + iy = a₊† + a₋.

Let n₊ and n₋ be the circular quantum numbers. Then n = n₊ + n₋, L has eigenvalue l = n₊ − n₋, and the oscillator energy is n + 1.

At fixed j, the state |+⟩ requires l = m and |−⟩ requires l = m + 1. Because n and l have equal parity, there is one function for each n = m + p, p = 0, 1, 2, ...:

p = 2s: |+⟩, n₊ = m + s, n₋ = s
p = 2s + 1: |−⟩, n₊ = m + s + 1, n₋ = s.

Acting on the function p = 2s, the coupling gives

k√(m+s+1) |−; m+s+1, s⟩ + k√s |−; m+s, s−1⟩.

These are the functions p = 2s + 1 and p = 2s − 1. The matrix is therefore tridiagonal. Let a_p be its diagonal element and b_p the element joining p − 1 to p:

a_p = m + 1 + p,
b_(2s+1) = k√(m+s+1),
b_(2s) = k√s.

Keeping N functions means p = 0, ..., N − 1. The first omitted function has p = N and n_c = m + N quanta.

**Weak coupling**

With eigenvector components c_p, row p ≥ 1 of the eigenvalue equation is

b_p c_(p−1) + (a_p − E)c_p + b_(p+1)c_(p+1) = 0.

Write c_p = −b_p c_(p−1)/S_p. Substitution for c_(p+1) gives S_p = a_p − E − b²_(p+1)/S_(p+1). The first row then reads a₀ − E = b₁²/S₁. Put e = E − (m+1). Since b₁² = (m+1)k² and b₂² = k²,

e = −(m+1)k² / [1 − e − k²/(2 − e − ...)].

To obtain e through order k⁴, the reciprocal of the bracket is needed only through order k². To that order it is 1 + e + k²/2, in which e may be replaced by −(m+1)k². Thus

e = −(m+1)k² + (m+1)²k⁴ − ½(m+1)k⁴ = −(m+1)k² + (m+1)(m+½)k⁴.

With k² = 2D,

E = (m+1)(1 − 2D) + 2D²(m+1)(2m+1) + O(D³).

A few functions suffice in this limit.

**Strong coupling**

At fixed j, L = j − σ_z/2, so L² = j² − jσ_z + ¼. Writing the radial functions as u/√ρ removes the first derivative and subtracts ¼ from L². The kinetic energy becomes

−½d²/dρ² + (j² − jσ_z)/(2ρ²).

After the angular phases are removed, the electronic coupling is kρσ_x. In its eigenbasis σ_z has no diagonal elements. The lower sheet therefore carries the potential ½(ρ−k)² − ½k² + j²/(2ρ²), and −jσ_z/(2ρ²) connects it to the upper sheet.

Set ρ = k + q. In the ground state of the radial oscillator, ⟨q²⟩ = ½, ⟨q⁴⟩ = ¾ and odd powers average to zero. Expand

1/ρ² = k⁻²(1 − 2q/k + 3q²/k² − 4q³/k³ + 5q⁴/k⁴ − ...).

The average of j²/(2ρ²) is j²/(2k²) + 3j²/(4k⁴) + 15j²/(8k⁶). Two second-order terms also enter at k⁻⁶. The linear force term −j²q/k³ shifts the oscillator and lowers its energy by j⁴/(2k⁶). The upper sheet, at a leading gap of 2k², contributes −[j/(2k²)]²/(2k²) = −j²/(8k⁶). Adding these terms gives

E = −½k² + ½ + j²/(2k²) + 3j²/(4k⁴) + (7j²/4 − j⁴/2)/k⁶ + ....

To leading rotational order, E = −D + ½ + j²/(4D): radial zero-point motion plus rotation around the trough. This is an expansion at fixed j for large D.

**How many quanta the state contains**

Write H = n̂ + 1 + kV, where n̂ counts quanta. For a normalized eigenstate dE/dk = ⟨V⟩, so E = ⟨n⟩ + 1 + k dE/dk. Since D = k²/2, k d/dk = 2D d/dD, and

⟨n⟩ = E − 1 − 2D dE/dD.

Inserting the leading strong-coupling energy gives

⟨n⟩ = (−D − ½ + j²/(4D)) + (2D + j²/(2D)) = D − ½ + 3j²/(4D).

The mean does not fix the cut; the tail is also needed. A trial state supplies it. Place an oscillator ground state at the trough point with angle α. Its eigenvalues under a₊ and a₋ are (k/2)e^(−iα) and (k/2)e^(iα), so its amplitudes are proportional to (k/2)ⁿe^(−ilα)/√(n₊!n₋!). Multiply it by the lower electronic state at that point, (|+⟩ − e^(iα)|−⟩)/√2. Integration over α with weight e^(imα) selects l = m with |+⟩ and l = m + 1 with |−⟩. The result has amplitudes

t_p ∝ (−1)^p (k/2)ⁿ/√(n₊!n₋!).

Because (k/2)² = D/2, the squared amplitudes sum over even p to the modified Bessel function I_m(D), and over odd p to I_(m+1)(D). The normalized weights are

P_t(n) = (D/2)ⁿ / {n₊!n₋![I_m(D) + I_(m+1)(D)]}.

The trial energy follows directly. Consecutive amplitudes obey b_p t_p = −(k²/2)t_(p−1) = −D t_(p−1). The coupling energy is thus 2Σb_p t_(p−1)t_p = −2D. Let Z = I_m + I_(m+1). Each unnormalized weight is proportional to Dⁿ, so ⟨n⟩ = DZ′/Z. The identities

D I_m′ = D I_(m+1) + m I_m,
D I_(m+1)′ = D I_m − (m+1)I_(m+1)

give ⟨n⟩ = D + [mI_m − (m+1)I_(m+1)]/Z. Therefore

E_t = 1 − D + [mI_m − (m+1)I_(m+1)]/[I_m + I_(m+1)],

which is an upper bound to the lowest level of the block. For large D, I_m ≈ e^D/√(2πD), so ln Z ≈ D − ½ln D + constant. Applying D d/dD once gives the mean D − ½; applying it twice gives the variance D. The spread of n is √D.

**Exact relations for the truncation error**

Let v be the normalized lowest eigenvector of the truncated matrix, with energy E_N, and c the exact one, with energy E. The first N rows of the exact equation differ from the truncated problem by one missing term, b_N c_N in the last row. Taking their scalar product with v gives

(E_N − E)⟨v|c⟩ = −b_N v_(N−1)c_N.

Here ⟨v|c⟩ runs over the retained functions. The right side is positive when both vectors start with positive components. To see this, write c_p = (−1)^p g_p, which makes all off-diagonal elements negative. Replacing g_p by |g_p| cannot raise the energy, so a lowest vector exists with g_p ≥ 0. A zero component would force its neighbours, and then all components, to vanish. Thus v_(N−1) and c_N have opposite signs. Enlarging the basis cannot raise E_N, because the minimum is taken over a larger space.

A rigorous bound comes from the residual. Extend v by zeros. Then (H − E_N)v has one nonzero component, b_N v_(N−1), of magnitude r_N. Let E₀ = E and E₁ be the two lowest exact levels of the block. Every level E_i satisfies (E_i − E₀)(E_i − E₁) ≥ 0. Averaging over v, with ⟨H²⟩ = E_N² + r_N², gives

r_N² + (E_N − E₀)(E_N − E₁) ≥ 0.

If E_N < E₁, it follows that

E_N − E₀ ≤ r_N²/(E₁ − E_N).

This is Temple's bound. If E₁ is unknown, a lower bound to E₁ that lies above E_N may replace it. A truncated second root does not qualify, since it lies at or above E₁.

**The error in the convergent tail**

For n ≫ m the couplings satisfy b_p² ≈ k²n/2 = Dn. With E ≈ −D + ½, the diagonal difference is a_p − E ≈ n + D. Over a few neighbouring functions these coefficients vary slowly, and the recurrence becomes

√(Dn)(c_(p+1) + c_(p−1)) + (n + D)c_p ≈ 0.

Trying c_p ∝ (−R)^p gives √(Dn)(R + 1/R) = n + D, whose roots are R = √(D/n) and its inverse. The exact vector takes the decaying root when n > D.

The truncated vector obeys nearly the same recurrence but must vanish at p = N. Matching it to c well below the cut gives

|v_p| ≈ |c_N|(R^(p−N) − R^(N−p)).

At p = N − 1 this is |c_N|(1/R − R), with R = √(D/n_c). Setting ⟨v|c⟩ ≈ 1 in the exact relation gives

E_N − E ≈ √(Dn_c)[√(n_c/D) − √(D/n_c)]c_N² = (n_c − D)P(n_c),

where P(n_c) = c_N² is the exact weight on the first omitted function. The same matching expresses |c_N| through |v_(N−1)|. Since 1/R − R = (n_c − D)/√(Dn_c),

E_N − E ≈ Dn_c v²_(N−1)/(n_c − D) ≈ r_N²/(n_c − D).

This second form needs only the truncated eigenvector. It is an estimate, not a bound. Both forms fail near n_c = D, where the decaying and growing solutions merge. Near that point R ≈ 1 − (n_c − D)/(2D), so the matching extends over about D/(n_c − D) functions, and the coefficients can be treated as constant over that range only if (n_c − D)² ≫ D. For m = 0 and D = 25, 100 and 900, the first form gives about 0.6 of the true error at n_c = D + √D; both forms are within 15% at 2√D and 3√D above D and within about 4% at 5√D. They also rest on n ≫ m and E ≈ −D + ½, so they degrade for high j, where the second form underestimates the error. At D = 2, m = 10 and n_c = 19 to 25 the first form gives 1.4 to 1.8 times the error and the second 0.56 to 0.71 of it; at D = 20, m = 15 and n_c = 46 to 58 the factors are 1.16 to 1.32 and 0.76 to 0.86.

**Choosing N in advance**

Replacing P by P_t gives a size estimate without diagonalization. A large overlap does not guarantee that the small tail weights agree, so this step is an approximation. For m = 0, at the cut needed for an error of 10⁻⁶ ħω, P/P_t is within 1% of unity at D = 20 and 100, but it is 1.06 at D = 5, 1.2 at D = 2 and 2.8 at D = 0.5, where P_t underestimates the tail. For m = 0 and large D it can be simplified. Stirling's formula gives [(n/2)!]² ≈ πn(n/2e)ⁿ, and for odd n the factorial product differs by a relative amount of order 1/n. With Z ≈ 2e^D/√(2πD),

P_t(n) ≈ (2πD)^(−1/2)(D/n)e^(−g(n)), g(n) = n ln(n/D) − n + D.

Since g′(n) = ln(n/D), the factor D/n equals e^(−g′(n)). Up to a correction of order 1/n in the exponent, (D/n)e^(−g(n)) ≈ e^(−g(n+1)). Put y = n + 1 − D and expand:

g(n+1) = y²/(2D) − y³/(6D²) + ....

For an absolute tolerance ε in units of ħω, leading order gives y = z√D with

z e^(−z²/2)/√(2π) = ε,

taking the root z > 1. Now let y = z√D + δ. The exponent stays at z²/2 if zδ/√D = z³/(6√D), so δ = z²/6. The accompanying change of the prefactor n − D alters n by about 1/6 − 1/z², which is neglected. Since n_c = N for m = 0,

N ≈ D + z√D + z²/6 − 1.

For ε = 10⁻⁶, z = 5.4006. At D = 50 the terms are 50 + 38.2 + 4.9 − 1 ≈ 92, and diagonalization also requires N = 92. The numerical check covers seven couplings from D = 0.5 to 100. It asserts agreement within two functions for this formula and within one for the estimate using P_t. At D = 2 the latter gives 13 where 14 are needed, so it should be used with a small margin.

These sizes refer to the lowest j = ½ root. For strong coupling the second root is a radial excitation, with E ≈ −D + 3/2 and hence ⟨n⟩ ≈ D + ½. Its mean is one quantum higher, but the size for the same tolerance rises from 21 to 24 at D = 5 and from 48 to 53 at D = 20. Convergence must be checked for the highest root that will be used.

**A worked case at intermediate coupling**

Take D = 2, so k = 2, and ħω = 0.002 hartree = 438.95 cm⁻¹. The lowest levels for j = 1/2, 3/2 and 5/2 are −1.4457, −1.1597 and −0.7409 ħω. The first splitting is

0.28608 × 438.95 cm⁻¹ = 125.6 cm⁻¹.

The leading rotor formula gives −1.21875 + 1.46875 = 0.25 ħω, about 13% below the computed splitting. It lies below the computed level for j = 1/2 and 3/2 but above it for j = 5/2, so its error has no fixed sign. The trial energy for j = 1/2 is −1.4110 ħω, which is 0.035 ħω too high, although the squared overlap with the exact state is 0.993.

With N = 10 the j = 1/2 root is −1.445573 ħω, an error of 1.70 × 10⁻⁴ ħω, or 0.075 cm⁻¹. The tail law gives 1.67 × 10⁻⁴ ħω. Temple's bound, evaluated with the converged second root at −0.364436 ħω, is 1.28 × 10⁻³ ħω. Multiplying it by the gap recovers the squared residual:

r_N² = 1.28 × 10⁻³ × (1.445573 − 0.364436) = 1.38 × 10⁻³.

Division by n_c − D = 8 gives 1.73 × 10⁻⁴ ħω, within 2% of the actual error. The bound is larger because its denominator is the gap to the next level, about 1.08, instead of 8.

At N = 4 the error is 0.198 ħω while the tail law gives 0.134 ħω: the cut is too close to D for the asymptotic argument. At N = 14 the error has fallen to 1.5 × 10⁻⁷ ħω.

For a splitting, both levels need converged blocks. Each truncated lowest root is too high, so the magnitude of the error in their difference is at most the larger of the two root errors. The numerical check also compares the block spectra with a Cartesian oscillator matrix and the low levels with a two-dimensional grid calculation.

Numbers as computed

```
Example: D = 2.0, k = 2.0 (dimensionless)
vibrational quantum hw = 0.002 hartree = 438.95 cm^-1
lower sheet: rho_min = 2.0000 (dimensionless), E_min = -2.0000 hw
j = 0.5: E = -1.445743 hw, rotor formula -1.468750 hw
j = 1.5: E = -1.159660 hw, rotor formula -1.218750 hw
j = 2.5: E = -0.740896 hw, rotor formula -0.718750 hw
second root, j = 0.5: -0.364436 hw
splitting E(3/2)-E(1/2) = 0.286082 hw = 125.58 cm^-1
trial energy, j = 0.5: -1.410994 hw
squared overlap with trial state: 0.99333
Cartesian-basis max deviation: 2.5e-14 hw
grid max deviation, 8 levels: 1.1e-13 hw
Convergence at D = 2, j = 1/2 (energies in hw)
 N       E_N        error   (N-D)P(N)  Temple bound
 4  -1.24799944   1.98e-01   1.34e-01   5.70e-01
 6  -1.41359070   3.22e-02   3.13e-02   1.24e-01
 8  -1.44268106   3.06e-03   3.04e-03   1.71e-02
10  -1.44557270   1.70e-04   1.67e-04   1.28e-03
12  -1.44573655   6.06e-06   5.94e-06   5.72e-05
14  -1.44574246   1.51e-07   1.48e-07   1.72e-06
16  -1.44574261   2.80e-09   2.75e-09   3.70e-08
18  -1.44574261   4.01e-11   3.93e-11   6.04e-10
Basis size for error < 1e-06 hw, j = 1/2; z = 5.4006
    D    <n>   spread    N  N_model  N_law  law/error
  0.5   0.530   0.704    8      8      8.2    0.978
  2.0   1.712   1.370   14     13     13.5    0.979
  5.0   4.552   2.228   21     21     20.9    0.992
 10.0   9.522   3.160   31     31     30.9    1.002
 20.0  19.510   4.472   48     48     48.0    1.010
 50.0  49.504   7.071   92     92     92.0    1.019
100.0  99.502  10.000  158    158    157.9    1.024
D = 5: N = 21 for root 1, N = 24 for root 2
D = 20: N = 48 for root 1, N = 53 for root 2
k^-6 coefficient, j = 0.5: 0.4060 hw, formula 0.4062 hw
k^-6 coefficient, j = 1.5: 1.4084 hw, formula 1.4062 hw
squared overlap with trial state, D = 20: 0.999959
```
